# The third-order ring energy: residues, sign and Goldstone weight: a program that tests the result

```python
"""Third-order ring term of the direct random-phase approximation (RPA).

Result under test (hartree atomic units, real orbitals):
    E3 = -(1/6 pi) int_0^inf dw Tr[(chi0(iw) v)^3]
       = sum_pqr K_pq K_qr K_rp / ((D_p + D_q)(D_p + D_r))  >  0
p, q, r : occupied-to-virtual pairs;  D_p : orbital-energy gap of pair p
K_pq    : Coulomb integral (ia|jb) between pair densities; for a closed shell
          the spin sum is absorbed by using K = 2 (ia|jb) over spatial pairs.
The sum is ONE Goldstone diagram of weight 1, or equivalently its two mirror
drawings (middle interaction on the left or right bubble) of weight 1/2 each.
"""
from functools import reduce
import numpy as np
import sympy as sp
from scipy import sparse
from scipy.constants import physical_constants
from scipy.integrate import quad, dblquad
from pyscf import gto, scf


def ring_drawings(K, gaps):
    """Two mirror drawings of the third-order ring, each with weight 1/2."""
    pair_sum = gaps[:, None] + gaps[None, :]
    G = K / pair_sum
    left = 0.5 * np.sum(K * (K @ G) / pair_sum)
    right = 0.5 * np.sum(K * (G @ K) / pair_sum)
    return left, right


def ring_quadrature(K, gaps, points=120):
    """Third-order ring from the frequency integral; also min of the trace."""
    x, weight = np.polynomial.legendre.leggauss(points)
    freq = 2.0 * (1 + x) / (1 - x)
    weight = weight * 4.0 / (1 - x) ** 2
    traces = []
    for w in freq:
        root = np.sqrt(2 * gaps / (w**2 + gaps**2))
        M = root[:, None] * K * root[None, :]
        traces.append(np.sum((M @ M) * M.T))
    traces = np.array(traces)
    return weight @ traces / (6 * np.pi), traces.min()


# ---------- 1. Residues of the three-bubble frequency integral ----------
a, b, c = sp.symbols("a b c", positive=True)
w = sp.symbols("w")
integrand = 8 * a * b * c
for g in (a, b, c):
    integrand = integrand / ((w - sp.I * g) * (w + sp.I * g))
pole_terms = [2 * sp.pi * sp.I * ((w - sp.I * g) * integrand).subs(w, sp.I * g)
              for g in (a, b, c)]
closed_form = 8 * sp.pi * (a + b + c) / ((a + b) * (b + c) * (c + a))
difference = sp.together(sum(pole_terms) - closed_form)
assert sp.expand(sp.numer(difference)) == 0

gap_a, gap_b, gap_c = 0.5, 0.8, 1.2
values = {a: gap_a, b: gap_b, c: gap_c}
pole_numbers = [complex(sp.N(t.subs(values))).real for t in pole_terms]


def bubble_integral(x, y, z):
    return quad(lambda f: 8 * x * y * z / ((f*f + x*x) * (f*f + y*y)
                * (f*f + z*z)), -np.inf, np.inf, epsabs=1e-11)[0]


integral_abc = bubble_integral(gap_a, gap_b, gap_c)
assert abs(integral_abc - sum(pole_numbers)) < 1e-7
# Equal gaps: individual residues diverge, the closed form stays finite.
integral_equal = bubble_integral(gap_b, gap_b, gap_b)
limit_equal = float(closed_form.subs({a: gap_b, b: gap_b, c: gap_b}))
assert abs(integral_equal - limit_equal) < 1e-7

# ---------- 2. Six time orderings of the ring ----------
# Interactions 1, 2, 3 at times 0, s, t; bubble a joins 1-2, b 2-3, c 3-1.


def decay(t, s):
    return np.exp(-gap_a*abs(s) - gap_b*abs(s - t) - gap_c*abs(t))


T = 30.0
regions = [("1<2<3", 0, T, lambda s: s, lambda s: T, "c"),
           ("3<2<1", -T, 0, lambda s: -T, lambda s: s, "c"),
           ("1<3<2", 0, T, lambda s: 0, lambda s: s, "a"),
           ("2<3<1", -T, 0, lambda s: s, lambda s: 0, "a"),
           ("2<1<3", -T, 0, lambda s: 0, lambda s: T, "b"),
           ("3<1<2", 0, T, lambda s: -T, lambda s: 0, "b")]
goldstone = {"a": 1 / ((gap_a + gap_b) * (gap_a + gap_c)),
             "b": 1 / ((gap_b + gap_a) * (gap_b + gap_c)),
             "c": 1 / ((gap_c + gap_a) * (gap_c + gap_b))}
orderings = []
for name, s_low, s_high, t_low, t_high, long_bubble in regions:
    area = dblquad(decay, s_low, s_high, t_low, t_high)[0]
    assert abs(area - goldstone[long_bubble]) < 1e-6   # quadrature error
    orderings.append((name, long_bubble, area))
time_total = sum(item[2] for item in orderings)
assert abs(time_total - integral_abc / (2 * np.pi)) < 1e-6

# ---------- 3. Complete perturbation theory with M fermion flavours ----------
# Two electrons per flavour in four orbitals; only the ring grows as M^3.
rng = np.random.default_rng(7)
n_orb, n_occ = 4, 2
factor = 0.3 * rng.normal(size=(3, n_orb, n_orb))
factor = (factor + factor.transpose(0, 2, 1)) / 2
eri = np.einsum("xpq,xrs->pqrs", factor, factor)
levels = np.array([-1.1, -0.7, 0.4, 0.9])

lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = [reduce(np.kron, [parity]*p + [lower] + [one]*(n_orb - p - 1))
              for p in range(n_orb)]
count = sum(np.diag(op.T @ op) for op in annihilate)
keep = np.where(np.isclose(count, n_occ))[0]
dim1 = len(keep)
generator = [[(annihilate[p].T @ annihilate[q])[np.ix_(keep, keep)]
              for q in range(n_orb)] for p in range(n_orb)]
ref1 = int(np.argmax(np.diag(generator[0][0]) * np.diag(generator[1][1])))


def perturbation_energies(flavours):
    """Second- and third-order Rayleigh-Schroedinger energies."""
    ops = []
    for p in range(n_orb):
        for q in range(n_orb):
            total = 0
            for f in range(flavours):
                left = sparse.identity(dim1**f)
                right = sparse.identity(dim1**(flavours - f - 1))
                total = total + sparse.kron(
                    sparse.kron(left, generator[p][q]), right, format="csr")
            ops.append(total)
    mean_field = (flavours * np.einsum("pqii->pq", eri[:, :, :n_occ, :n_occ])
                  - np.einsum("piiq->pq", eri[:, :n_occ, :n_occ, :]))
    one_body = (-0.5 * np.einsum("pqqs->ps", eri) - mean_field).ravel()
    matrix = eri.reshape(n_orb**2, n_orb**2)

    def perturb(vector):
        images = np.array([op @ vector for op in ops])
        mixed = matrix @ images
        return (0.5 * sum(op @ m for op, m in zip(ops, mixed))
                + one_body @ images)

    h0 = sum(levels[p] * ops[p*n_orb + p].diagonal() for p in range(n_orb))
    ref = sum(ref1 * dim1**k for k in range(flavours))
    start = np.zeros(dim1**flavours)
    start[ref] = 1.0
    image = perturb(start)
    denominator = h0[ref] - h0
    denominator[ref] = 1.0
    first_order = image / denominator
    first_order[ref] = 0.0
    second = image @ first_order
    third = (first_order @ perturb(first_order)
             - image[ref] * (first_order @ first_order))
    return second, third


full = np.array([perturbation_energies(m) for m in (1, 2, 3, 4)])
powers = np.array([[m, m**2, m**3] for m in (1., 2., 3., 4.)])
third_coeff = np.linalg.solve(powers[:3], full[:3, 1])
second_coeff = np.linalg.solve(powers[:2, :2], full[:2, 0])
assert abs(powers[3] @ third_coeff - full[3, 1]) < 1e-10
assert np.max(np.abs(powers[2:, :2] @ second_coeff - full[2:, 0])) < 1e-10
model_K = eri[:n_occ, n_occ:, :n_occ, n_occ:].reshape(4, 4)
model_gaps = (levels[None, n_occ:] - levels[:n_occ, None]).ravel()
model_ring = sum(ring_drawings(model_K, model_gaps))
model_second = -0.5 * np.sum(model_K**2 / (model_gaps[:, None] + model_gaps))
assert abs(third_coeff[2] - model_ring) < 1e-10
assert abs(second_coeff[1] - model_second) < 1e-10
assert model_ring > 1e-6            # large enough to exclude a wrong weight

# ---------- 4. Positivity needs a positive semidefinite interaction ----------
coupling, equal_gap = 0.1, 1.0
indefinite_K = -coupling * (np.ones((3, 3)) - np.eye(3))
indefinite_E3, _ = ring_quadrature(indefinite_K, equal_gap * np.ones(3))
assert indefinite_E3 < 0
assert abs(indefinite_E3
           - sum(ring_drawings(indefinite_K, equal_gap*np.ones(3)))) < 1e-10

# ---------- 5. Water molecule ----------
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
mol = gto.M(atom=[["O", (0, 0, 0)],
                  ["H", (bond*np.sin(half), 0, bond*np.cos(half))],
                  ["H", (-bond*np.sin(half), 0, bond*np.cos(half))]],
            basis="cc-pvdz", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
nocc = mol.nelectron // 2
occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
iajb = np.einsum("mnls,mi,na,lj,sb->iajb", mol.intor("int2e"),
                 occ, vir, occ, vir, optimize=True)
gaps = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
npair = gaps.size
K = 2 * iajb.reshape(npair, npair)
K = (K + K.T) / 2
K_eigenvalues = np.linalg.eigvalsh(K)
assert gaps.min() > 0 and K_eigenvalues[0] > -1e-10

left, right = ring_drawings(K, gaps)
E3 = left + right
E3_frequency, smallest_trace = ring_quadrature(K, gaps)
assert smallest_trace > 0 and E3 > 0
assert abs(left - right) < 1e-11
assert abs(E3 - E3_frequency) < 1e-8

pair_sum = gaps[:, None] + gaps[None, :]
G = K / pair_sum
self_energies = np.einsum("pq,qr,pr->p", G, K, G, optimize=True)
assert self_energies.min() > -1e-12
assert abs(self_energies.sum() - E3_frequency) < 1e-8
summands = G[:, :, None] * K[None, :, :] * G[:, None, :]
positive_part = summands[summands > 0].sum()
negative_part = summands[summands < 0].sum()
assert negative_part < -1e-6


def rpa_energy(strength):
    """Direct-RPA energy from the plasmon formula at scaled interaction."""
    root = np.sqrt(gaps)
    matrix = np.diag(gaps**2) + 2*strength * root[:, None] * K * root[None, :]
    modes = np.sqrt(np.linalg.eigvals(matrix).astype(complex))
    return 0.5 * (modes.sum() - gaps.sum() - strength * np.trace(K))


static = 2 * K / np.sqrt(gaps[:, None] * gaps[None, :])
static_max = np.linalg.eigvalsh(static)[-1]
radius, samples = 0.3 / static_max, 24
circle = radius * np.exp(2j * np.pi * np.arange(samples) / samples)
energies = np.array([rpa_energy(z) for z in circle])
taylor = [np.mean(energies / circle**n).real for n in range(5)]
E2 = -0.5 * np.sum(K**2 / pair_sum)
E_rpa = rpa_energy(1.0).real
assert abs(taylor[1]) < 1e-8
assert abs(taylor[2] - E2) < 1e-8
assert abs(taylor[3] - E3) < 1e-8
assert taylor[4] < 0

# ---------- Output ----------
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"Three gaps a, b, c: {gap_a}, {gap_b}, {gap_c} hartree")
for label, number in zip("abc", pole_numbers):
    print(f"Residue contribution of pole i{label}: {number:.6f} hartree^-2")
print(f"Sum of residue contributions: {sum(pole_numbers):.6f} hartree^-2")
print(f"Frequency quadrature: {integral_abc:.6f} hartree^-2")
print(f"Integral for three gaps {gap_b} hartree: {integral_equal:.6f} hartree^-2")
for name, long_bubble, area in orderings:
    print(f"Order {name}, long bubble {long_bubble}: {area:.6f} hartree^-2")
print(f"Sum of six orderings: {time_total:.6f} hartree^-2")
print(f"Frequency integral / 2 pi: {integral_abc/(2*np.pi):.6f} hartree^-2")
for m, energy in zip((1, 2, 3, 4), full[:, 1]):
    print(f"Full third-order energy, M={m}: {energy:.8f} hartree")
print(f"M=4 energy predicted from M=1,2,3: {powers[3]@third_coeff:.8f} hartree")
for n in range(3):
    print(f"Third-order coefficient of M^{n+1}: {third_coeff[n]:.8f} hartree")
print(f"Ring sum of flavour model: {model_ring:.8f} hartree")
print(f"Indefinite K: off-diagonal {-coupling}, gap {equal_gap} hartree")
print(f"Ring energy for indefinite K: {indefinite_E3:.6f} hartree")
print(f"Water: OH {bond} angstrom, HOH {angle} degrees, cc-pVDZ")
print(f"Hartree-Fock energy: {mf.e_tot:.6f} hartree")
print(f"Occupied, virtual orbitals, pairs: {nocc}, {vir.shape[1]}, {npair} (count)")
print(f"Smallest, largest gap: {gaps.min():.4f}, {gaps.max():.4f} hartree")
print(f"Largest eigenvalue of -chi0(0)v: {static_max:.4f} (dimensionless)")
print(f"Second-order ring energy E2: {E2:.6f} hartree")
print(f"Left drawing, weight 1/2: {left:.6f} hartree")
print(f"Right drawing, weight 1/2: {right:.6f} hartree")
print(f"Third-order ring energy E3: {E3:.6f} hartree = {E3*hartree_ev:.4f} eV")
print(f"E3 from frequency quadrature: {E3_frequency:.6f} hartree")
print(f"E3 from plasmon-formula Taylor series: {taylor[3]:.6f} hartree")
print(f"Sum of positive summands: {positive_part:.6f} hartree")
print(f"Sum of negative summands: {negative_part:.6f} hartree")
print(f"Fourth-order ring energy E4: {taylor[4]:.6f} hartree")
print(f"E2 + E3: {E2+E3:.6f} hartree")
print(f"E2 + E3 + E4: {E2+E3+taylor[4]:.6f} hartree")
print(f"Full direct-RPA correlation energy: {E_rpa:.6f} hartree")
print("all tests passed")
```

Output:

```
Three gaps a, b, c: 0.5, 0.8, 1.2 hartree
Residue contribution of pole ia: 51.987571 hartree^-2
Residue contribution of pole ib: -48.332195 hartree^-2
Residue contribution of pole ic: 10.559975 hartree^-2
Sum of residue contributions: 14.215351 hartree^-2
Frequency quadrature: 14.215351 hartree^-2
Integral for three gaps 0.8 hartree: 14.726216 hartree^-2
Order 1<2<3, long bubble c: 0.294118 hartree^-2
Order 3<2<1, long bubble c: 0.294118 hartree^-2
Order 1<3<2, long bubble a: 0.452489 hartree^-2
Order 2<3<1, long bubble a: 0.452489 hartree^-2
Order 2<1<3, long bubble b: 0.384615 hartree^-2
Order 3<1<2, long bubble b: 0.384615 hartree^-2
Sum of six orderings: 2.262443 hartree^-2
Frequency integral / 2 pi: 2.262443 hartree^-2
Full third-order energy, M=1: -0.00027127 hartree
Full third-order energy, M=2: 0.00172587 hartree
Full third-order energy, M=3: 0.01421980 hartree
Full third-order energy, M=4: 0.04543891 hartree
M=4 energy predicted from M=1,2,3: 0.04543891 hartree
Third-order coefficient of M^1: 0.00133732 hartree
Third-order coefficient of M^2: -0.00297999 hartree
Third-order coefficient of M^3: 0.00137140 hartree
Ring sum of flavour model: 0.00137140 hartree
Indefinite K: off-diagonal -0.1, gap 1.0 hartree
Ring energy for indefinite K: -0.001500 hartree
Water: OH 0.96 angstrom, HOH 104.5 degrees, cc-pVDZ
Hartree-Fock energy: -76.026654 hartree
Occupied, virtual orbitals, pairs: 5, 19, 95 (count)
Smallest, largest gap: 0.6781, 24.6954 hartree
Largest eigenvalue of -chi0(0)v: 1.2150 (dimensionless)
Second-order ring energy E2: -0.305208 hartree
Left drawing, weight 1/2: 0.057972 hartree
Right drawing, weight 1/2: 0.057972 hartree
Third-order ring energy E3: 0.115944 hartree = 3.1550 eV
E3 from frequency quadrature: 0.115944 hartree
E3 from plasmon-formula Taylor series: 0.115944 hartree
Sum of positive summands: 0.119338 hartree
Sum of negative summands: -0.003394 hartree
Fourth-order ring energy E4: -0.073591 hartree
E2 + E3: -0.189263 hartree
E2 + E3 + E4: -0.262855 hartree
Full direct-RPA correlation energy: -0.231412 hartree
all tests passed
```
